**Third-order quasi-degenerate perturbation theory against exact block diagonalization**

The program tests the effective Hamiltonian of a set A of states, obtained from exp(-S) H exp(S) with anti-Hermitian, block-off-diagonal S that removes the coupling to the remaining set B. With W the perturbation and E the unperturbed energies, the second-order element is ½ Σ_l W_ml W_lp [1/(E_m−E_l) + 1/(E_p−E_l)], where m and p lie in A and l in B. The reference is a unitary rotation built from exact spectral projectors, without perturbation theory. For a complex seven-state Hamiltonian, the program asserts that the logarithm of this rotation is block-off-diagonal, and that its Taylor coefficients and those of the exact A block agree with the derived formulas; the largest printed deviation is 8.0e-12. For an electron in a one-dimensional periodic potential, it asserts that six plane waves give the complete second- and third-order terms, that the reference bands are converged, and that the matrix error decreases with each order. It also asserts that the errors through orders 1, 2 and 3 scale nearly as the second, third and fourth powers of the potential; the measured powers are 2.006, 2.988 and 4.027. The output gives a band separation of 0.203857 hartree at third order and 0.204267 hartree from converged diagonalization.

## Program and output

```python
# RESULT UNDER TEST: quasi-degenerate perturbation theory to third order.
# H = H0 + W, H0 diagonal (energy), W Hermitian; states split into sets A and B.
# exp(-S) H exp(S), with S anti-Hermitian and block-off-diagonal, has no A-B
# block.  Its A block at second order is
#   (1/2) sum_l W_ml W_lp [1/(E_m-E_l) + 1/(E_p-E_l)],  m,p in A, l in B,
# and the third-order block is the sum of the two parts in effective_terms.
# Reference: direct rotation built from exact spectral projectors.
# Example: plane waves k+nG in 2*V1*cos(Gx) + 2*V2*cos(2Gx), atomic units.
import numpy as np
from scipy.linalg import expm, logm, polar
from scipy.constants import physical_constants


def complement(size, A):
    return [i for i in range(size) if i not in A]


def effective_terms(energy, W, A):
    """Second order, third order through A, third order through B."""
    B = complement(len(energy), A)
    E = energy
    second = np.zeros((len(A), len(A)), dtype=complex)
    through_A = np.zeros_like(second)
    through_B = np.zeros_like(second)
    for i, m in enumerate(A):
        for j, p in enumerate(A):
            for l in B:
                dm, dp = E[m] - E[l], E[p] - E[l]
                second[i, j] += 0.5 * W[m, l] * W[l, p] * (1 / dm + 1 / dp)
                for q in A:
                    dq = E[q] - E[l]
                    through_A[i, j] -= 0.5 * (
                        W[m, l] * W[l, q] * W[q, p] / (dp * dq)
                        + W[m, q] * W[q, l] * W[l, p] / (dm * dq))
                for r in B:
                    through_B[i, j] += 0.5 * W[m, l] * W[l, r] * W[r, p] * (
                        1 / (dm * (E[m] - E[r])) + 1 / (dp * (E[p] - E[r])))
    return second, through_A, through_B


def direct_rotation(H, A):
    """Unitary taking the unperturbed A space to the exact one."""
    size = len(H)
    _, X = np.linalg.eigh(H)
    weight = np.sum(abs(X[A, :]) ** 2, axis=0)
    chosen = np.argsort(weight)[-len(A):]
    P = X[:, chosen] @ X[:, chosen].conj().T
    P0 = np.zeros((size, size))
    P0[A, A] = 1.0
    one = np.eye(size)
    U, _ = polar(P @ P0 + (one - P) @ (one - P0))
    return U


def exact_block(H, A):
    U = direct_rotation(H, A)
    return (U.conj().T @ H @ U)[np.ix_(A, A)]


def commutator(X, Y):
    return X @ Y - Y @ X


# ---- General test: complex Hamiltonian, B states below and above A ----
rng = np.random.default_rng(7)
energy = np.array([-2.0, -1.6, 0.0, 0.15, 0.4, 2.1, 2.7])
A = [2, 3, 4]
B = complement(7, A)
W = rng.normal(size=(7, 7)) + 1j * rng.normal(size=(7, 7))
W = W + W.conj().T
W /= np.linalg.norm(W, 2)
H0 = np.diag(energy)

# Taylor coefficients in the coupling strength, by polynomial interpolation
count, reach = 13, 0.15
nodes = np.cos(np.pi * (np.arange(count) + 0.5) / count)
blocks, generators = [], []
for t in nodes:
    H = H0 + reach * t * W
    U = direct_rotation(H, A)
    S = logm(U)
    assert np.max(abs(S + S.conj().T)) < 1e-11
    assert np.max(abs(S[np.ix_(A, A)])) < 1e-11
    assert np.max(abs(S[np.ix_(B, B)])) < 1e-11
    rotated = expm(-S) @ H @ expm(S)
    assert np.max(abs(rotated[np.ix_(A, B)])) < 1e-11
    blocks.append(rotated[np.ix_(A, A)].ravel())
    generators.append(S.ravel())
vandermonde = np.vander(nodes, count, increasing=True)
powers = reach ** np.arange(count)[:, None]
block_coef = np.linalg.solve(vandermonde, np.array(blocks)) / powers
S_coef = np.linalg.solve(vandermonde, np.array(generators)) / powers
block_coef = block_coef.reshape(count, 3, 3)
S_coef = S_coef.reshape(count, 7, 7)

second, through_A, through_B = effective_terms(energy, W, A)
error_2 = np.max(abs(block_coef[2] - second))
error_3 = np.max(abs(block_coef[3] - through_A - through_B))
assert np.max(abs(block_coef[0] - np.diag(energy[A]))) < 1e-9
assert np.max(abs(block_coef[1] - W[np.ix_(A, A)])) < 1e-8
assert error_2 < 1e-7 and error_3 < 1e-7

# Elements of the first two orders of S against the exact logarithm
error_S1 = error_S2 = 0.0
for m in A:
    for l in B:
        d = energy[m] - energy[l]
        s1 = -W[m, l] / d
        s2 = sum(W[m, q] * W[q, l] / (energy[q] - energy[l]) for q in A)
        s2 -= sum(W[m, r] * W[r, l] / (energy[m] - energy[r]) for r in B)
        error_S1 = max(error_S1, abs(S_coef[1][m, l] - s1))
        error_S2 = max(error_S2, abs(S_coef[2][m, l] - s2 / d))
assert error_S1 < 1e-7 and error_S2 < 1e-7

# Commutator forms, using S taken from the exact logarithm
W_off = W.copy()
W_off[np.ix_(A, A)] = 0
W_off[np.ix_(B, B)] = 0
error_comm = 0.0
for order in (2, 3):
    half = 0.5 * commutator(W_off, S_coef[order - 1])[np.ix_(A, A)]
    error_comm = max(error_comm, np.max(abs(half - block_coef[order])))
assert error_comm < 1e-7

print("GENERAL TEST, 7 states, 3 in A (dimensionless model)")
print(f"largest error, S first order: {error_S1:.1e}")
print(f"largest error, S second order: {error_S2:.1e}")
print(f"largest error, commutator forms: {error_comm:.1e}")
print(f"largest error, block second order: {error_2:.1e}")
print(f"largest error, block third order: {error_3:.1e}")

# ---- Worked example: electron in a one-dimensional periodic potential ----
G, V1, V2 = 1.0, 0.10, 0.05


def plane_waves(k, n_low, n_high):
    n = np.arange(n_low, n_high + 1)
    kinetic = 0.5 * (k + n * G) ** 2
    distance = abs(n[:, None] - n[None, :])
    potential = V1 * (distance == 1) + V2 * (distance == 2)
    return kinetic, potential, [-n_low, -n_low - 1]


def partial_sums(k, scale=1.0):
    """Effective matrices through orders 1, 2, 3 and the exact block."""
    T, V, sel = plane_waves(k, -8, 7)
    V = scale * V
    first = np.diag(T[sel]) + V[np.ix_(sel, sel)]
    two, three_A, three_B = [x.real for x in effective_terms(T, V, sel)]
    sums = [first, first + two, first + two + three_A + three_B]
    return sums, exact_block(np.diag(T) + V, sel)


def show(label, M):
    print(f"{label}: {M[0, 0]:.6f}, {M[0, 1]:.6f}, {M[1, 1]:.6f} hartree")


k = 0.6
T, V, sel = plane_waves(k, -8, 7)
two, three_A, three_B = [x.real for x in effective_terms(T, V, sel)]
T6, V6, sel6 = plane_waves(k, -3, 2)
small = effective_terms(T6, V6, sel6)
for large_part, small_part in zip((two, three_A, three_B), small):
    assert np.max(abs(large_part - small_part)) < 1e-14

sums, exact = partial_sums(k)
exact_levels = np.linalg.eigvalsh(np.diag(T) + V)[:2]
T_big, V_big, _ = plane_waves(k, -14, 13)
big_levels = np.linalg.eigvalsh(np.diag(T_big) + V_big)[:2]
assert np.max(abs(exact_levels - big_levels)) < 1e-12
assert np.max(abs(np.linalg.eigvalsh(exact) - exact_levels)) < 1e-12
matrix_errors = [np.linalg.norm(M - exact, 2) for M in sums]
assert matrix_errors[0] > matrix_errors[1] > matrix_errors[2]

print("WORKED EXAMPLE, A = plane waves n=0 and n=-1")
print(f"G = {G:.2f} bohr^-1, k = {k:.2f} bohr^-1")
print(f"V1 = {V1:.3f} hartree, V2 = {V2:.3f} hartree")
for n in (0, -1, 1, -2, 2, -3):
    print(f"kinetic energy n={n}: {T[n + 8]:.5f} hartree")
for n in (1, -2, 2, -3):
    d0, d1 = T[8] - T[n + 8], T[7] - T[n + 8]
    print(f"E_0-E_l, E_-1-E_l for l={n}: {d0:.3f}, {d1:.3f} hartree")
for n in (1, -2):
    l = n + 8
    mean = 0.5 * (1 / (T[8] - T[l]) + 1 / (T[7] - T[l]))
    part = V[8, l] * V[l, 7] * mean
    print(f"second order (0,-1), part of l={n}: {part:.7f} hartree")
one_sided = np.array([[sum(V[m, l] * V[l, p] / (T[p] - T[l])
                           for l in complement(len(T), sel))
                       for p in sel] for m in sel])
print("one-sided denominator E_column-E_l, (0,-1) and (-1,0): "
      f"{one_sided[0, 1]:.7f}, {one_sided[1, 0]:.7f} hartree")
print("matrix elements below in the order (0,0), (0,-1), (-1,-1)")
show("second-order term", two)
show("third-order term through A", three_A)
show("third-order term through B", three_B)
show("third-order term, total", three_A + three_B)
for order, M in enumerate(sums, start=1):
    show(f"effective matrix through order {order}", M)
show("exact effective matrix", exact.real)

for order, M in enumerate(sums, start=1):
    e = np.linalg.eigvalsh(M)
    print(f"bands through order {order}: {e[0]:.6f}, {e[1]:.6f} hartree")
print(f"bands, converged diagonalization: {exact_levels[0]:.6f}, "
      f"{exact_levels[1]:.6f} hartree")
for order, err in enumerate(matrix_errors, start=1):
    print(f"matrix error (spectral norm), order {order}: {err:.2e} hartree")

hartree_eV = physical_constants["Hartree energy in eV"][0]
separation_3 = np.ptp(np.linalg.eigvalsh(sums[2]))
separation = np.ptp(exact_levels)
print(f"band separation, order 3: {separation_3:.6f} hartree "
      f"= {separation_3 * hartree_eV:.4f} eV")
print(f"band separation, converged: {separation:.6f} hartree "
      f"= {separation * hartree_eV:.4f} eV")
angle = np.linalg.norm(logm(direct_rotation(np.diag(T) + V, sel)), 2)
print(f"largest rotation angle, norm of S: {angle:.4f} rad")

# Powers with which the matrix errors fall when the potential is halved
scaled = []
for scale in (0.1, 0.05):
    approx, reference = partial_sums(k, scale)
    scaled.append([np.linalg.norm(M - reference, 2) for M in approx])
slopes = np.log2(np.array(scaled[0]) / np.array(scaled[1]))
assert np.max(abs(slopes - np.array([2, 3, 4]))) < 0.1
print("error powers for orders 1, 2, 3 (potential scaled 0.1 to 0.05): "
      + ", ".join(f"{s:.3f}" for s in slopes))

# Degenerate limit at the zone boundary
edge_sums, edge_exact = partial_sums(0.5 * G)
edge_gaps = [np.ptp(np.linalg.eigvalsh(M)) for M in edge_sums]
edge_gap = np.ptp(np.linalg.eigvalsh(edge_exact))
print("gap at k=G/2 through orders 1, 2, 3: "
      + ", ".join(f"{g:.6f}" for g in edge_gaps) + " hartree")
print(f"gap at k=G/2, converged: {edge_gap:.6f} hartree")
print("all tests passed")
```

Output:

```
GENERAL TEST, 7 states, 3 in A (dimensionless model)
largest error, S first order: 6.7e-14
largest error, S second order: 4.8e-13
largest error, commutator forms: 8.0e-12
largest error, block second order: 2.8e-13
largest error, block third order: 8.0e-12
WORKED EXAMPLE, A = plane waves n=0 and n=-1
G = 1.00 bohr^-1, k = 0.60 bohr^-1
V1 = 0.100 hartree, V2 = 0.050 hartree
kinetic energy n=0: 0.18000 hartree
kinetic energy n=-1: 0.08000 hartree
kinetic energy n=1: 1.28000 hartree
kinetic energy n=-2: 0.98000 hartree
kinetic energy n=2: 3.38000 hartree
kinetic energy n=-3: 2.88000 hartree
E_0-E_l, E_-1-E_l for l=1: -1.100, -1.200 hartree
E_0-E_l, E_-1-E_l for l=-2: -0.800, -0.900 hartree
E_0-E_l, E_-1-E_l for l=2: -3.200, -3.300 hartree
E_0-E_l, E_-1-E_l for l=-3: -2.700, -2.800 hartree
second order (0,-1), part of l=1: -0.0043561 hartree
second order (0,-1), part of l=-2: -0.0059028 hartree
one-sided denominator E_column-E_l, (0,-1) and (-1,0): -0.0097222, -0.0107955 hartree
matrix elements below in the order (0,0), (0,-1), (-1,-1)
second-order term: -0.012997, -0.010259, -0.014087 hartree
third-order term through A: -0.001073, -0.001370, -0.001073 hartree
third-order term through B: 0.000284, 0.000175, 0.000397 hartree
third-order term, total: -0.000789, -0.001195, -0.000676 hartree
effective matrix through order 1: 0.180000, 0.100000, 0.080000 hartree
effective matrix through order 2: 0.167003, 0.089741, 0.065913 hartree
effective matrix through order 3: 0.166214, 0.088546, 0.065236 hartree
exact effective matrix: 0.166399, 0.088775, 0.065400 hartree
bands through order 1: 0.018197, 0.241803 hartree
bands through order 2: 0.013461, 0.219454 hartree
bands through order 3: 0.013796, 0.217654 hartree
bands, converged diagonalization: 0.013766, 0.218033 hartree
matrix error (spectral norm), order 1: 2.53e-02 hartree
matrix error (spectral norm), order 2: 1.53e-03 hartree
matrix error (spectral norm), order 3: 4.04e-04 hartree
band separation, order 3: 0.203857 hartree = 5.5472 eV
band separation, converged: 0.204267 hartree = 5.5584 eV
largest rotation angle, norm of S: 0.1657 rad
error powers for orders 1, 2, 3 (potential scaled 0.1 to 0.05): 2.006, 2.988, 4.027
gap at k=G/2 through orders 1, 2, 3: 0.200000, 0.180000, 0.177778 hartree
gap at k=G/2, converged: 0.178200 hartree
all tests passed
```
